# Torsional Averaging and Bayer's Temperature Dependence of a Quadrupole Resonance: test program

```python
"""
Result under test: torsional averaging of a nuclear quadrupole resonance,
    nu(T) = nu0 * (1 - 3/2 <theta^2>),
    <theta^2> = hbar/(2 J omega) * coth(hbar omega / (2 k T)),
with the high-temperature limit nu0 * (1 - 3 k T / (2 J omega^2)).
nu0: frequency of the motionless unit; theta: torsion angle about one axis
perpendicular to the symmetry axis of the field gradient; J: moment of inertia;
omega: torsional angular frequency; s = <sin^2 theta>.
Field-gradient tensors are in units of their rigid largest component.
"""
import numpy as np
from scipy import constants as const
from scipy.special import j0
from scipy.spatial.transform import Rotation

hbar, k_B = const.hbar, const.k

# Model parameters
nu0_MHz = 35.0
inertia_uA2 = 200.0
wavenumber_cm = 50.0
J = inertia_uA2 * const.atomic_mass * const.angstrom**2
omega = 2 * np.pi * const.c * wavenumber_cm * 100


def spin_products(spin):
    """All products I_a I_b and the magnetic quantum numbers."""
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    ops = np.array([(raising + raising.T) / 2,
                    (raising - raising.T) / 2j,
                    np.diag(m)], dtype=complex)
    return np.einsum('aij,bjk->abik', ops, ops), m


def quadrupole(spin, tensor):
    """Quadrupole Hamiltonian in units of e Q V0."""
    products, _ = spin_products(spin)
    return (np.einsum('...ab,abij->...ij', tensor, products)
            / (2 * spin * (2 * spin - 1)))


def axial_tensor(axis):
    """Axial traceless tensor for unit vectors axis[..., 3]."""
    return 1.5 * axis[..., :, None] * axis[..., None, :] - 0.5 * np.eye(3)


def tilted_axis(theta):
    return np.stack([0 * theta, -np.sin(theta), np.cos(theta)], axis=-1)


def doublet_lines(spin, tensor):
    """Frequencies between neighbouring doublets, half-integer spin."""
    energy = np.linalg.eigvalsh(quadrupole(spin, tensor))
    return np.diff(energy.reshape(-1, 2).mean(axis=1))


rigid = axial_tensor(np.array([0.0, 0.0, 1.0]))


def relative_nu(tensor):
    """Spin-3/2 frequency divided by its rigid value."""
    return doublet_lines(1.5, tensor)[0] / doublet_lines(1.5, rigid)[0]


# Torsional oscillator diagonalized on a grid of angles (sinc basis)
width = np.sqrt(hbar / (J * omega))
theta = width * np.linspace(-18, 18, 241)
step = theta[1] - theta[0]
index = np.arange(theta.size)
separation = index[:, None] - index[None, :]
safe = np.where(separation == 0, 1, separation)
minus_d2 = np.where(separation == 0, np.pi**2 / 3,
                    2.0 * (-1.0)**np.abs(separation) / safe**2) / step**2
H_torsion = (hbar**2 / (2 * J) * minus_d2
             + np.diag(0.5 * J * omega**2 * theta**2)) / (hbar * omega)
levels, states = np.linalg.eigh(H_torsion)


def angle_density(T):
    """Thermal probability of each grid angle."""
    if T == 0:
        return states[:, 0]**2
    boltz = np.exp(-(levels - levels[0]) * hbar * omega / (k_B * T))
    return states**2 @ (boltz / boltz.sum())


def grid_msq(T):
    return angle_density(T) @ theta**2


def grid_relative_nu(T):
    tensors = axial_tensor(tilted_axis(theta))
    return relative_nu(np.einsum('g,gab->ab', angle_density(T), tensors))


def coth_msq(T):
    zero_point = hbar / (2 * J * omega)
    if T == 0:
        return zero_point
    return zero_point / np.tanh(hbar * omega / (2 * k_B * T))


def linear_msq(T):
    return k_B * T / (J * omega**2)


# Test: mean squared angle, Gaussian average and resonance frequency
temperatures = [0, 20, 50, 100, 200, 300]
for T in temperatures:
    msq = coth_msq(T)
    density = angle_density(T)
    assert abs(grid_msq(T) / msq - 1) < 1e-8
    s_grid = density @ np.sin(theta)**2
    assert abs(s_grid - (1 - np.exp(-2 * msq)) / 2) < 1e-10
    full = grid_relative_nu(T)
    assert abs(full - np.sqrt(1 - 3 * s_grid + 3 * s_grid**2)) < 1e-10
    # the next omitted order is msq**3 with a coefficient of order one
    assert abs(full - (1 - 1.5 * msq + 15 / 8 * msq**2)) < 2 * msq**3 + 1e-10

# Test: high-temperature expansion and slope of the mean squared angle
T_hot = 300.0
x_hot = hbar * omega / (k_B * T_hot)
remainder = grid_msq(T_hot) - linear_msq(T_hot)
first_quantum = hbar**2 / (12 * J * k_B * T_hot)
assert abs(remainder / first_quantum - 1) < 3e-3
slope_msq = (grid_msq(310) - grid_msq(290)) / 20
slope_ratio = slope_msq / (k_B / (J * omega**2))
assert abs(slope_ratio - 1) < 1.1 * x_hot**2 / 12

# Test: elements of the averaged tensor and the role of the nuclear spin
angles = np.array([-0.04, 0.04])
s_small = np.mean(np.sin(angles)**2)
averaged = axial_tensor(tilted_axis(angles)).mean(axis=0)
expected = np.diag([-0.5, 1.5 * s_small - 0.5, 1 - 1.5 * s_small])
assert np.allclose(averaged, expected, atol=1e-14)
lines_52 = doublet_lines(2.5, averaged) / doublet_lines(2.5, rigid)
# remaining error is second order in the induced asymmetry 1.5 s
assert np.all(np.abs(lines_52 - (1 - 1.5 * s_small)) < 2 * (1.5 * s_small)**2)
e_rigid = np.linalg.eigvalsh(quadrupole(1.0, rigid))
e_one = np.linalg.eigvalsh(quadrupole(1.0, averaged))
lines_one = (e_one[1:] - e_one[0]) / (e_rigid[2] - e_rigid[0])
assert np.allclose(lines_one, [1 - 2 * s_small, 1 - s_small], atol=1e-12)

# Test: torsions about several axes, by quadrature over rotation vectors
nodes, weights = np.polynomial.hermite_e.hermegauss(7)
weights = weights / weights.sum()
variances = np.array([1e-4, 2e-4, 5e-4])
mesh = np.stack(np.meshgrid(nodes, nodes, nodes, indexing='ij'), -1)
vectors = mesh.reshape(-1, 3) * np.sqrt(variances)
w3 = np.einsum('i,j,k->ijk', weights, weights, weights).ravel()
axes = Rotation.from_rotvec(vectors).apply([0.0, 0.0, 1.0])
nu_axes = relative_nu(np.einsum('g,gab->ab', w3, axial_tensor(axes)))
nu_axes_law = 1 - 1.5 * (variances[0] + variances[1])
assert abs(nu_axes - nu_axes_law) < 1e-6


# Test: a spin 3/2 driven by a torsion, propagated over one full period
def driven_relative_nu(period, amplitude, steps=4000):
    """Frequency from the one-period propagator; time unit 1/nu0."""
    time_fraction = (np.arange(steps) + 0.5) / steps
    angle = amplitude * np.cos(2 * np.pi * time_fraction)
    H = 2 * quadrupole(1.5, axial_tensor(tilted_axis(angle)))
    energy, vec = np.linalg.eigh(H)
    phase = np.exp(-2j * np.pi * energy * period / steps)
    pieces = np.einsum('tij,tj,tkj->tik', vec, phase, vec.conj())
    U = np.eye(4, dtype=complex)
    for piece in pieces:
        U = piece @ U
    values, vectors_U = np.linalg.eig(U)
    m_squared = spin_products(1.5)[1]**2
    order = np.argsort(m_squared @ np.abs(vectors_U)**2)
    lower, upper = values[order[:2]].mean(), values[order[2:]].mean()
    nu = np.angle(lower * np.conj(upper)) / (2 * np.pi * period)
    # a one-period phase fixes nu up to multiples of 1/period
    return nu + np.round((1 - nu) * period) / period


amplitude = 0.1
fast_ratio, slow_periods = 200.0, 20.25
nu_fast = driven_relative_nu(1 / fast_ratio, amplitude)
nu_slow = driven_relative_nu(slow_periods, amplitude)
s_drive = (1 - j0(2 * amplitude)) / 2
nu_average = np.sqrt(1 - 3 * s_drive + 3 * s_drive**2)
assert abs(nu_fast - nu_average) < 1e-5
assert abs(nu_slow - 1) < 2e-4
assert abs(nu_slow - nu_average) > 5e-3


# Test: exchange among torsional levels gives the thermal mean when fast
def ladder_mean_level(shift_over_rate, T, size=100):
    """Mean level number seen by the least damped spin coherence."""
    n = np.arange(size)
    n_mean = 1 / np.expm1(hbar * omega / (k_B * T))
    up = (n + 1) * n_mean
    up[-1] = 0
    down = n * (n_mean + 1)
    coupling = np.sqrt(up[:-1] * down[1:])
    M = (np.diag(-up - down - 1j * shift_over_rate * n)
         + np.diag(coupling, 1) + np.diag(coupling, -1))
    values = np.linalg.eigvals(M)
    slowest = values[np.argmax(values.real)]
    return -slowest.imag / shift_over_rate


gibbs = np.exp(-(levels - levels[0]) * x_hot)
n_thermal = (gibbs @ (levels - levels[0])) / gibbs.sum()
n_fast = ladder_mean_level(1e-3, T_hot)
n_slow = ladder_mean_level(10.0, T_hot)
assert abs(n_fast / n_thermal - 1) < 1e-3
assert n_slow < 0.5 * n_thermal

# Worked example
print(f"rigid frequency nu0 = {nu0_MHz:.3f} MHz")
print(f"moment of inertia J = {inertia_uA2:.1f} u A^2")
print(f"J in SI = {J:.4e} kg m^2")
print(f"torsional wavenumber = {wavenumber_cm:.1f} cm^-1")
print(f"omega = {omega:.4e} rad/s")
print(f"torsional frequency = {omega / (2 * np.pi) / 1e12:.4f} THz")
print(f"torsional / quadrupole frequency = "
      f"{omega / (2 * np.pi) / (nu0_MHz * 1e6):.3e}")
print(f"hbar omega / k = {hbar * omega / k_B:.2f} K")
zero_shift = 1.5 * coth_msq(0) * nu0_MHz
print(f"zero-point lowering, first order = {1e3 * zero_shift:.2f} kHz")
print(f"shift per torsional quantum = {2e3 * zero_shift:.2f} kHz")
print("mean squared angle: T/K, coth law/rad^2, linear/rad^2, rms/deg")
for T in temperatures:
    print(f"  {T:3d}  {coth_msq(T):.6f}  {linear_msq(T):.6f}  "
          f"{np.degrees(np.sqrt(coth_msq(T))):.3f}")
print("frequency in MHz: T/K, Bayer coth, linear, full average")
for T in temperatures:
    print(f"  {T:3d}  {nu0_MHz * (1 - 1.5 * coth_msq(T)):.4f}  "
          f"{nu0_MHz * (1 - 1.5 * linear_msq(T)):.4f}  "
          f"{nu0_MHz * grid_relative_nu(T):.4f}")
slope_linear = -1.5 * nu0_MHz * 1e3 * k_B / (J * omega**2)
slope_bayer = -1.5 * nu0_MHz * 1e3 * slope_msq
slope_full = nu0_MHz * 1e3 * (grid_relative_nu(310)
                              - grid_relative_nu(290)) / 20
print(f"slope, linear law = {slope_linear:.4f} kHz/K")
print(f"slope near 300 K, coth law = {slope_bayer:.4f} kHz/K")
print(f"slope near 300 K, full average = {slope_full:.4f} kHz/K")
print(f"hbar omega/(kT) at 300 K = {x_hot:.4f}")
print(f"hbar^2/(12 J k T) at 300 K = {first_quantum:.3e} rad^2")
fourth_order = 15 / 8 * coth_msq(T_hot)**2 * nu0_MHz * 1e3
print(f"(15/8)<theta^2>^2 nu0 at 300 K = {fourth_order:.2f} kHz")
print(f"driven spin: amplitude = {amplitude:.2f} rad")
print(f"fast drive: torsion/quadrupole frequency = {fast_ratio:.0f}")
print(f"slow drive: quadrupole/torsion frequency = {slow_periods:.2f}")
print(f"nu/nu0 from averaged tensor = {nu_average:.6f}")
print(f"nu/nu0 fast drive = {nu_fast:.6f}")
print(f"nu/nu0 slow drive = {nu_slow:.6f}")
print(f"thermal mean level at 300 K = {n_thermal:.4f}")
print(f"mean level seen, fast exchange = {n_fast:.4f}")
print(f"least damped line, slow exchange = {n_slow:.4f}")
print(f"spin 1, s = {s_small:.6f}: nu/nu0 = "
      f"{lines_one[0]:.6f}, {lines_one[1]:.6f}")
print(f"three-axis average: nu/nu0 = {nu_axes:.6f}")
print(f"three-axis first-order law = {nu_axes_law:.6f}")
print("done: every assertion held")
```

It prints:

```
rigid frequency nu0 = 35.000 MHz
moment of inertia J = 200.0 u A^2
J in SI = 3.3211e-45 kg m^2
torsional wavenumber = 50.0 cm^-1
omega = 9.4183e+12 rad/s
torsional frequency = 1.4990 THz
torsional / quadrupole frequency = 4.283e+04
hbar omega / k = 71.94 K
zero-point lowering, first order = 88.50 kHz
shift per torsional quantum = 177.01 kHz
mean squared angle: T/K, coth law/rad^2, linear/rad^2, rms/deg
    0  0.001686  0.000000  2.352
   20  0.001781  0.000937  2.418
   50  0.002734  0.002343  2.996
  100  0.004887  0.004687  4.005
  200  0.009474  0.009373  5.577
  300  0.014127  0.014060  6.810
frequency in MHz: T/K, Bayer coth, linear, full average
    0  34.9115  35.0000  34.9117
   20  34.9065  34.9508  34.9067
   50  34.8565  34.8770  34.8569
  100  34.7434  34.7540  34.7450
  200  34.5026  34.5079  34.5085
  300  34.2583  34.2619  34.2713
slope, linear law = -2.4605 kHz/K
slope near 300 K, coth law = -2.4487 kHz/K
slope near 300 K, full average = -2.3634 kHz/K
hbar omega/(kT) at 300 K = 0.2398
hbar^2/(12 J k T) at 300 K = 6.737e-05 rad^2
(15/8)<theta^2>^2 nu0 at 300 K = 13.10 kHz
driven spin: amplitude = 0.10 rad
fast drive: torsion/quadrupole frequency = 200
slow drive: quadrupole/torsion frequency = 20.25
nu/nu0 from averaged tensor = 0.992528
nu/nu0 fast drive = 0.992528
nu/nu0 slow drive = 1.000018
thermal mean level at 300 K = 3.6902
mean level seen, fast exchange = 3.6900
least damped line, slow exchange = 0.1059
spin 1, s = 0.001599: nu/nu0 = 0.996802, 0.998401
three-axis average: nu/nu0 = 0.999550
three-axis first-order law = 0.999550
done: every assertion held
```
